# Brooks-Herring Relaxation Time, the Conwell-Weisskopf Cutoff and Born Failure

## Screened ions and the momentum relaxation time

**Definitions and conventions.** The algebra uses atomic units, $\hbar=e=m_e=1$ and $4\pi\varepsilon_0=1$. Carriers move in one isotropic parabolic band of mass $m$, so a carrier of wave number $k$ has energy $E=k^2/2m$ and speed $v=k/m$. The host has static permittivity $\kappa$. It contains $N$ fixed ions per unit volume, each of charge magnitude $Z$, at independent random positions. The temperature $T$ is an energy. A sign $s=-1$ denotes an ion that attracts the carrier and $s=+1$ one that repels it. Two quantities measure the strength of the Coulomb force:

$$a=\frac{\kappa}{mZ},\qquad \eta=\frac{1}{ka}. \tag{1}$$

The length $a$ is the Bohr radius of a carrier bound to the unscreened ion. The number $\eta$ is small for a fast carrier. Numerical lengths are in angstrom and energies in eV.

**The screened potential.** Let $V(r)$ be the potential energy of a carrier near one ion. The mobile carriers, of mean density $n$, rearrange around the ion. If $V$ varies slowly over a carrier wavelength, the local density is that of a uniform gas with chemical potential $\mu-V$. To first order in $V$ the density change is

$$\delta n=n(\mu-V)-n(\mu)=-V\,\frac{\partial n}{\partial\mu}. \tag{2}$$

A carrier repels other carriers, so an excess $\delta n$ contributes positively to the source of $V$. Poisson's equation for the potential energy is therefore

$$\nabla^2V=-\frac{4\pi}{\kappa}\left[sZ\,\delta(\mathbf r)+\delta n\right]
=-\frac{4\pi sZ}{\kappa}\,\delta(\mathbf r)+q_0^2V,
\qquad q_0^2=\frac{4\pi}{\kappa}\frac{\partial n}{\partial\mu}. \tag{3}$$

Because $\nabla^2(e^{-q_0r}/r)=q_0^2e^{-q_0r}/r-4\pi\delta(\mathbf r)$, the solution that vanishes at infinity is

$$V(r)=\frac{sZ}{\kappa}\,\frac{e^{-r/L}}{r},\qquad L=\frac1{q_0}. \tag{4}$$

For a nondegenerate gas $n\propto e^{\mu/T}$, which gives $\partial n/\partial\mu=n/T$. If in addition $Z=1$, every impurity is ionized and there is no compensation, then $n=N$ and

$$q_0^2=\frac{4\pi N}{\kappa T}. \tag{5}$$

Equation (5) is used in the numerical example. The scattering calculation needs (4) alone, with whatever $L$ is appropriate.

**Scattering rate.** In a box of volume $\Omega$ the perturbation is $\sum_jV(\mathbf r-\mathbf R_j)$. Its matrix element between plane waves $\mathbf k$ and $\mathbf k'$ is $\Omega^{-1}V(q)\sum_je^{-i\mathbf q\cdot\mathbf R_j}$, with $\mathbf q=\mathbf k'-\mathbf k$. The Fourier transform follows from the angular average $\sin(qr)/(qr)$ of $e^{-i\mathbf q\cdot\mathbf r}$:

$$V(q)=\frac{4\pi sZ}{\kappa q}\int_0^\infty e^{-q_0r}\sin(qr)\,dr
=\frac{4\pi sZ}{\kappa\,(q^2+q_0^2)}. \tag{6}$$

The rate contains $|\sum_je^{-i\mathbf q\cdot\mathbf R_j}|^2$. Its $N\Omega$ diagonal terms each equal one. The cross terms average to zero for $\mathbf q\neq0$ because the positions are independent and uniform. Thus, at this order, the ions contribute separately even if their screening clouds overlap. The golden rule gives

$$W_{\mathbf k\mathbf k'}=\frac{2\pi N}{\Omega}\,|V(q)|^2\,\delta(E'-E). \tag{7}$$

To sum over final states, replace $\sum_{\mathbf k'}$ by $\Omega\int d^3k'/(2\pi)^3$ and use $d^3k'=k'^2dk'\,d\Omega'=mk'\,dE'\,d\Omega'$. For any function $h$ of the final direction,

$$\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}h
=\frac{Nmk}{4\pi^2}\int|V(q)|^2h\,d\Omega'
=Nv\int|f|^2h\,d\Omega', \tag{8}$$

where

$$f=-\frac{m}{2\pi}V(q)=-\frac{2s}{a\,(q^2+q_0^2)} \tag{9}$$

is the first Born scattering amplitude. Its square does not depend on $s$: at this order attraction and repulsion scatter equally.

**Why a relaxation time exists.** Let the occupation be $F(\mathbf k)=F_0(E)+g(E)\cos\alpha$, where $\alpha$ is the angle between $\mathbf k$ and a fixed axis, such as that of an electric force. Since $W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}$, the products of occupations in the Pauli factors cancel between gain and loss. The collision term is

$$\left(\frac{\partial F}{\partial t}\right)_{\rm c}
=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,[F(\mathbf k')-F(\mathbf k)]. \tag{10}$$

The collisions are elastic, so $F_0$ drops out and $g$ has the same value before and after. With scattering angle $\theta$ and azimuth $\varphi$ about $\mathbf k$,

$$\cos\alpha'=\cos\alpha\cos\theta+\sin\alpha\sin\theta\cos\varphi. \tag{11}$$

The last term vanishes on integration over $\varphi$, because $|f|^2$ depends on $\theta$ alone. Hence

$$\left(\frac{\partial F}{\partial t}\right)_{\rm c}=-\frac{g\cos\alpha}{\tau},
\qquad \frac1\tau=Nv\sigma_{\rm tr},
\qquad \sigma_{\rm tr}=\int|f|^2(1-\cos\theta)\,d\Omega'. \tag{12}$$

With no applied force the dipolar deviation on an energy shell decays as $e^{-t/\tau}$, and the momentum it carries decays with it. The weight $1-\cos\theta$ is the fraction of forward momentum lost in a deflection by $\theta$.

**The Brooks-Herring factor.** Set $u=q^2=2k^2(1-\cos\theta)$, so that $du=2k^2\sin\theta\,d\theta$. The angular range $0$ to $\pi$ becomes $0\le u\le4k^2$. From (9) and (12),

$$\sigma_{\rm tr}=2\pi\int_0^{4k^2}\frac{4}{a^2(u+q_0^2)^2}\,
\frac{u}{2k^2}\,\frac{du}{2k^2}
=\frac{2\pi}{a^2k^4}\int_0^{4k^2}\frac{u\,du}{(u+q_0^2)^2}. \tag{13}$$

Write $u=(u+q_0^2)-q_0^2$ in the numerator and define $b=4k^2/q_0^2=(2kL)^2$. The integral is

$$\ln\frac{4k^2+q_0^2}{q_0^2}
-q_0^2\left[\frac1{q_0^2}-\frac1{4k^2+q_0^2}\right]
=\ln(1+b)-\left[1-\frac1{1+b}\right].$$

Therefore

$$\sigma_{\rm tr}=\frac{2\pi}{a^2k^4}F_{\rm BH},
\qquad F_{\rm BH}=\ln(1+b)-\frac b{1+b}. \tag{14}$$

Multiplication by $Nk/m$ and substitution of $a$ give $1/\tau=2\pi NmZ^2F_{\rm BH}/(\kappa^2k^3)$. Since $k^3=(2mE)^{3/2}$,

$$\boxed{\frac1\tau=\frac{\pi NZ^2}{\kappa^2\sqrt{2m}\,E^{3/2}}
\left[\ln(1+b)-\frac b{1+b}\right],\qquad b=\frac{8mE}{q_0^2}}. \tag{15}$$

This is the Brooks-Herring result.

**Limits.** For $b\ll1$ the expansions $\ln(1+b)=b-b^2/2+\dots$ and $b/(1+b)=b-b^2+\dots$ give $F_{\rm BH}\simeq b^2/2$. The cross section then tends to $16\pi L^4/a^2$, independent of energy. The wavelength is too long to resolve the screened ion, and the scattering is isotropic.

For $b\gg1$, $F_{\rm BH}\simeq\ln b-1$. Apart from the slow logarithm, $\tau$ grows as $E^{3/2}$: a fast carrier spends less time near each ion and is deflected less. Most collisions are then gentle. The total cross section, without the factor $1-\cos\theta$, is

$$\sigma=\frac{4\pi}{a^2k^2}\int_0^{4k^2}\frac{du}{(u+q_0^2)^2}
=\frac{4\pi L^2}{a^2k^2}\,\frac b{1+b}, \tag{16}$$

and division of (14) by (16), with $k^2L^2=b/4$, gives

$$\frac{\sigma_{\rm tr}}{\sigma}=\frac{2(1+b)}{b^2}F_{\rm BH}. \tag{17}$$

This ratio falls roughly as $2(\ln b-1)/b$.

**Which energies matter for mobility.** A weak steady force $\mathcal F$ along the axis changes $F_0$ at the rate $-\mathcal Fv\cos\alpha\,\partial F_0/\partial E$. Balance against (12) gives $g=-\tau\mathcal Fv\,\partial F_0/\partial E$. For a nondegenerate gas $\partial F_0/\partial E=-F_0/T$. The drift velocity is the average of $v\cos\alpha$; the average of $\cos^2\alpha$ is $1/3$, the density of states is proportional to $\sqrt E$, and $v^2=2E/m$. The mobility, which is drift velocity divided by force in these units, is

$$\mu_{\rm d}=\frac{2}{3mT}
\frac{\int_0^\infty\tau E^{3/2}e^{-E/T}dE}{\int_0^\infty E^{1/2}e^{-E/T}dE}
=\frac1m\,
\frac{\int_0^\infty\tau E^{3/2}e^{-E/T}dE}{\int_0^\infty E^{3/2}e^{-E/T}dE}. \tag{18}$$

The second form follows by integrating $E^{3/2}e^{-E/T}$ by parts. If the logarithmic factor in $\tau$ is treated as constant, the upper integrand is proportional to $E^3e^{-E/T}$. Its maximum lies at $E=3T$, which is a representative energy for the mobility.

**A worked case.** Take the round model parameters $m=0.2$, $\kappa=10$, $Z=1$, $T=0.025$ eV and $N=10^{-7}$ Å$^{-3}$, with $E=3T=0.075$ eV. Equation (1) gives $a=10/0.2=50$ atomic units, or 26.46 Å. Equation (5) gives $L=117.5$ Å, and $k=\sqrt{2mE}$ gives $k=0.06275$ Å$^{-1}$. Then $kL=7.375$ and

$$b=4(7.375)^2=217.6,\qquad
F_{\rm BH}=\ln218.6-\frac{217.6}{218.6}=4.39.$$

The transport cross section and mean free path $\ell=v\tau=1/(N\sigma_{\rm tr})$ are

$$\sigma_{\rm tr}=\frac{2\pi(4.39)}{(26.46)^2(0.06275)^4}
\simeq2.54\times10^3\ \text{Å}^2,\qquad
\ell\simeq3.93\times10^3\ \text{Å}.$$

Because $1/\tau=v/\ell$ and $v=2E/k$ in atomic units,

$$\frac\hbar\tau=\frac{2E}{k\ell}
=\frac{2(0.075)}{(0.06275)(3.93\times10^3)}
\simeq6.08\times10^{-4}\ \text{eV},$$

which corresponds to $\tau\simeq1.08$ ps. Equation (17) gives $\sigma_{\rm tr}/\sigma\simeq0.041$, so about 25 Born collisions occur in one relaxation time $\tau$. Each removes on average 4% of the remaining forward momentum, and after 25 of them the fraction $(1-0.041)^{25}\simeq0.35$ is left.

**How good is the screening model here?** The density is 0.047 of the effective band density $2(mT/2\pi)^{3/2}$. Replacing Boltzmann by Fermi statistics at fixed density multiplies $q_0^2$ by 0.984, so degeneracy is a small correction. Full ionization is less secure, because the binding energy $1/(2ma^2)\simeq0.027$ eV is comparable with $T$. For a single bound level of energy $E_b$ and spin degeneracy two, the ionized fraction $x$ obeys $x^2/(1-x)=(N_c/2N)e^{-E_b/T}$, with $N_c$ the effective band density. This gives $x\simeq0.81$ for the unscreened level and $x\simeq0.86$ for the level of the potential (4), 0.017 eV. With ion and carrier densities both set to $xN$, the rate (15) would be 11 to 15% lower. The example keeps $n=N$ as a model assumption.

The condition behind (2), a potential that varies slowly over a carrier wavelength, is not well met: $2\pi/k$ is 100 Å at $E=3T$ and 173 Å at $E=T$, comparable with $L$. Linear screening is also not secure. The unscreened Coulomb energy equals $T$ at the distance $Z/(\kappa T)$. By (5) this distance is $1/(4\pi NL^2)\simeq58$ Å, about half of $L$. A sphere of radius $L$ contains on average $4\pi NL^3/3\simeq0.68$ carriers. The potential (4) is thus a mean-field model in this example, and the size of its error has not been computed. The following comparison concerns scattering by that model potential.

## The classical cutoff and the limits of the Born approximation

**Symbols and results needed.** A carrier of mass $m$, wave number $k$ and energy $E=k^2/2m$ meets ions of charge $Z$ and density $N$ in a medium of permittivity $\kappa$. The potential is $V=s(Z/\kappa)e^{-r/L}/r$, with $s=-1$ for attraction and $s=+1$ for repulsion. As before, $a=\kappa/(mZ)$, $\eta=1/(ka)$ and $b=(2kL)^2$. For any method define the dimensionless factor $F$ by

$$\sigma_{\rm tr}=\frac{2\pi}{a^2k^4}F,\qquad \frac1\tau=N\frac km\sigma_{\rm tr}. \tag{19}$$

First Born scattering gives $F_{\rm BH}=\ln(1+b)-b/(1+b)$.

**The Conwell-Weisskopf cutoff.** This method uses an unscreened ion and classical orbits. Let $p$ be the impact parameter. Angular momentum conservation gives $r^2\dot\phi=vp$, where $\phi$ is measured from the symmetry axis of the orbit. The momentum change points along that axis and has magnitude $2k\sin(\theta/2)$. It is the time integral of the force component along the axis:

$$2k\sin\frac\theta2=\int\frac{Z}{\kappa r^2}\cos\phi\,dt
=\frac{Z}{\kappa vp}\int\cos\phi\,d\phi
=\frac{2Z}{\kappa vp}\cos\frac\theta2. \tag{20}$$

For repulsion $\phi$ runs between $\mp(\pi-\theta)/2$, and for attraction between $\mp(\pi+\theta)/2$; both ranges give $2\cos(\theta/2)$. Since $kv=2E$,

$$\tan\frac\theta2=\frac{p_0}{p},\qquad
p_0=\frac{Z}{2\kappa E}=\frac1{ak^2}. \tag{21}$$

It follows that $1-\cos\theta=2\sin^2(\theta/2)=2p_0^2/(p^2+p_0^2)$. With a largest impact parameter $p_{\max}$,

$$\sigma_{\rm tr}=2\pi\int_0^{p_{\max}}\frac{2p_0^2\,p\,dp}{p^2+p_0^2}
=2\pi p_0^2\ln\left(1+\frac{p_{\max}^2}{p_0^2}\right). \tag{22}$$

The integral diverges logarithmically as $p_{\max}\to\infty$. The cutoff assigns each carrier to its nearest ion by setting $p_{\max}=N^{-1/3}/2$, half the mean spacing. As $2\pi p_0^2=2\pi/(a^2k^4)$, the prefactor agrees with (19), and

$$F_{\rm CW}=\ln\left[1+\left(\frac{\kappa E}{ZN^{1/3}}\right)^2\right]. \tag{23}$$

In the worked case, $p_0=1/(ak^2)\simeq9.6$ Å and $p_{\max}=107.7$ Å. Their ratio is 11.2, so $F_{\rm CW}=\ln(1+11.2^2)\simeq4.84$. The result is $\hbar/\tau\simeq6.70\times10^{-4}$ eV, or $\tau\simeq0.98$ ps. The rate is 10% above the Brooks-Herring rate.

**What separates the two logarithms.** One difference is the range: $L\propto\sqrt{T/N}$, while $p_{\max}\propto N^{-1/3}$ and does not depend on temperature. When the logarithms are large, a tenfold increase in density lowers $F_{\rm BH}$ by nearly $\ln10$ but $F_{\rm CW}$ by nearly $\frac23\ln10$. At the same $E$ and $T$ the values are:

| $N$ (Å$^{-3}$) | $L$ (Å) | $p_{\max}$ (Å) | $F_{\rm BH}$ | $F_{\rm CW}$ |
|---|---|---|---|---|
| $10^{-9}$ | 1175 | 500 | 8.99 | 7.91 |
| $10^{-8}$ | 372 | 232 | 6.69 | 6.37 |
| $10^{-7}$ | 118 | 108 | 4.39 | 4.84 |

The second difference remains if the ranges are made equal, $p_{\max}=L$. For large arguments,

$$F_{\rm CW}-F_{\rm BH}\simeq2\ln(ak^2L)-[2\ln(2kL)-1]
=2\ln\frac{ka}{2}+1. \tag{24}$$

The logarithm in (24) comes from diffraction. The constant depends on how each method ends the small-angle range, sharply in (22) and smoothly in (13). Confining a wave to a transverse width of order $p$ spreads its direction by about $1/(kp)$. For $p\gg p_0$ the classical deflection is $2p_0/p=2/(ak^2p)$. The ratio of deflection to spread is $2/(ka)$ at every such $p$. If $ka\gg2$, the classical angle is smaller than the spread, and an impact parameter cannot be assigned to it. The classical formula then retains angles below $1/(kL)$, where the Born cross section has already levelled off, and its logarithm is too large.

In the worked case $ka=1.66$, and (24) gives 0.63. Since $ka<2$, its logarithm is $-0.37$, so the positive value comes from the constant. The range ratio adds $2\ln(107.7/117.5)\simeq-0.17$. The sum of the unrounded terms, 0.45, accounts for the difference between 4.84 and 4.39. The cutoff angle is 0.178 rad and the spread 0.148 rad, so the orbit picture is not justified here. The Born approximation must be examined separately.

**The first correction to the wave.** Born scattering replaces the wave at the ion by the incident plane wave. The first correction at the origin is

$$\psi_1(0)=-\frac m{2\pi}\int\frac{e^{ikr}}rV(r)e^{i\mathbf k\cdot\mathbf r}d^3r
=-2s\eta\int_0^\infty e^{-r/L}e^{ikr}\frac{\sin kr}{r}\,dr. \tag{25}$$

Here the angular average of $e^{i\mathbf k\cdot\mathbf r}$ is $\sin(kr)/(kr)$. Write $e^{ikr}\sin kr=(e^{2ikr}-1)/2i$ and use $\int_0^\infty(e^{-\alpha r}-e^{-\beta r})dr/r=\ln(\beta/\alpha)$, with $\alpha=1/L-2ik$ and $\beta=1/L$. The integral is $-\ln(1-i\sqrt b)/2i$, so

$$\psi_1(0)=-s\eta\left[\arctan\sqrt b+\frac i2\ln(1+b)\right]. \tag{26}$$

If $|\psi_1(0)|\ll1$, the plane wave is a good approximation where the potential is strongest. For $kL\ll1$ this requires $2L/a\ll1$. For $kL\gg1$ the logarithm makes the condition severe, but that term is imaginary: to first order it changes the phase of the wave and not its density. A phase common to neighbouring partial waves does not affect momentum loss, as the next result shows.

**Transport cross section from phase shifts.** Write $f=k^{-1}\sum_l(2l+1)c_lP_l(\cos\theta)$ with $c_l=(e^{2i\delta_l}-1)/2i$. Orthogonality and $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ give

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\left[\sum_l(2l+1)|c_l|^2
-2\sum_l(l+1)\,{\rm Re}(c_l^*c_{l+1})\right].$$

The first sum equals $\sum_l(l+1)(|c_l|^2+|c_{l+1}|^2)$, so the bracket is $\sum_l(l+1)|c_l-c_{l+1}|^2$. As $|c_l-c_{l+1}|=|\sin(\delta_l-\delta_{l+1})|$,

$$F=\frac2{\eta^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{27}$$

**Close collisions at large $kL$.** Suppose $kL\gg1$ and $\eta/(kL)\ll1$. Partial waves with $l\ll kL$ approach well inside $L$, where $V\simeq(sZ/\kappa)(1/r-1/L)$. The constant is a fraction $2\eta/(kL)$ of $E$ and is neglected. Their phase differences are then those of a pure Coulomb potential.

To find these, set $n=l+1$, $c=s\eta k/n$ and $w=n/r+c$. The Coulomb radial equation is

$$(d/dr+w)(-d/dr+w)u_l=(k^2+c^2)u_l,$$

since $w^2+w'=l(l+1)/r^2+2s\eta k/r+c^2$. Acting with $-d/dr+w$ shows that $(-d/dr+w)u_l$ solves the equation for $l+1$. It is regular, because the term $r^{n-1}$ cancels at the origin. At large $r$, $u_l\sim\sin X$ with $X=kr-s\eta\ln2kr-l\pi/2+\delta_l$, and $c\sin X-k\cos X$ is proportional to $\sin[X-\pi/2+\arctan(c/k)]$. Thus

$$\delta_{l+1}-\delta_l=s\arctan\frac\eta n,\qquad
\sin^2(\delta_{l+1}-\delta_l)=\frac{\eta^2}{n^2+\eta^2}. \tag{28}$$

The Born amplitude replaces $c_l$ by the real first-order phase shift, so $F_{\rm BH}$ is (27) with the sine replaced by the first-order phase difference. For these waves that gives $\eta^2/n^2$ instead. For $n\gg\eta$ the two agree, and more distant waves are treated well by Born. Correcting the low waves in (27) gives, to leading order at large $kL$,

$$F\simeq F_{\rm BH}-S(\eta),\qquad
S(\eta)=2\sum_{n=1}^\infty\frac{\eta^2}{n(n^2+\eta^2)}. \tag{29}$$

Equation (29) contains no term odd in $s$. Such a term is present at finite $kL$ and falls off slowly, so as $kL$ grows (29) approaches the mean of the two signs before it approaches either one. In the table below the mean still exceeds (29) by 0.5 at 0.025 eV ($kL=4.3$) and by 0.13 at 0.075 eV ($kL=7.4$). In the last row of the table below, where $kL=19$, the mean is 6.16, equal to (29), while the two signs lie 0.13 on either side of it, as much as $S$ itself. For small $\eta$, $S\simeq2\eta^2\sum_nn^{-3}\simeq2.4\,\eta^2$. At large $kL$ the Born rate therefore exceeds (29) by the fraction $S/F_{\rm BH}$ of itself, and $\eta\ll1$, or $ka\gg1$, is sufficient for accuracy, without the extra logarithm of (26). Equivalently, $E\gg1/(2ma^2)$, the binding energy scale of the unscreened ion. In the example this scale is $0.075/1.66^2\simeq0.027$ eV, slightly above $T$.

For $\eta\gg1$, write the summand as $1/n-n/(n^2+\eta^2)$. Summing to a large limit $M$ gives $\ln M+\gamma$ from the first part and $\ln(M/\eta)$ from the second, where $\gamma\simeq0.577$ is Euler's constant. Hence $S\simeq2(\ln\eta+\gamma)$ and

$$F\simeq2\ln(ak^2L)+2\ln2-1-2\gamma. \tag{30}$$

This is the classical logarithm with $p_{\max}=2Le^{-1/2-\gamma}\simeq0.68L$. It requires $ak^2L\gg1$ as well as $ka\ll1$. Orbits then give the correct energy dependence, but screening sets the range.

**Size of the failure.** Integrating the radial equation numerically for the screened potential and inserting the phase shifts in (27) gives $F_{\rm att}$ and $F_{\rm rep}$. They include all orders in the potential of one ion, but keep the model screening. In an uncompensated sample with $n=N$ the ions attract the majority carriers; the repulsive column is the same potential with its sign reversed at the same $L$. For the worked parameters:

| $E$ (eV) | $ka$ | $F_{\rm BH}$ | $F_{\rm CW}$ | Eq. (29) | $F_{\rm att}$ | $F_{\rm rep}$ |
|---|---|---|---|---|---|---|
| 0.010 | 0.61 | 2.44 | 1.18 | 0.22 | 1.90 | 0.86 |
| 0.025 | 0.96 | 3.31 | 2.71 | 1.90 | 2.97 | 1.84 |
| 0.075 | 1.66 | 4.39 | 4.84 | 3.72 | 4.28 | 3.43 |
| 0.200 | 2.71 | 5.37 | 6.80 | 5.07 | 5.35 | 4.86 |
| 0.500 | 4.29 | 6.28 | 8.63 | 6.16 | 6.29 | 6.04 |

At 0.075 eV, $|\psi_1(0)|=1.86$, yet the Born rate is only 3% above the attractive phase-shift rate. For repulsion it is 28% above. The close agreement for attraction is a cancellation: the mean of the two signs lies 0.54 below $F_{\rm BH}$, and the sign-dependent part returns 0.43. At 0.010 eV the Born rate is too high by 28% for attraction and by a factor 2.8 for repulsion. Equation (29) also fails there, since $\eta/(kL)\simeq0.61$ is not small.

**Slow carriers.** For $kL\ll1$ the $s$ wave usually dominates, and then $\sigma_{\rm tr}\simeq4\pi a_s^2$ while $k|a_s|\ll1$, where $a_s$ is the scattering length. This fails when a higher partial wave is close to a bound-state threshold, and also when $a_s$ is close to zero, which for attraction happens between $s$-wave thresholds, first at $L/a\simeq2.23$. Born gives $a_s=2sL^2/a$ and needs $2L/a\ll1$. For attraction, the zero-energy radial solution outside the ion is proportional to $r-a_s$. When a bound state first appears this solution becomes constant, so $a_s$ diverges. Numerical integration places the first threshold at $L/a=0.840$. There, at $kL=0.05$, the phase-shift cross section is 143 times the Born value for attraction and 0.32 times it for repulsion. The worked case has $L/a=4.44$, so Born cannot be trusted for its slowest carriers. For attraction this value also lies just below the first $p$-wave threshold, $L/a\simeq4.54$, so the $s$-wave limit is reached there only at very small $kL$.

**Failures of another kind.** Exact phase shifts do not repair nonlinear screening, a nonparabolic band or correlated ion positions. Beyond first Born order, waves scattered successively by several ions also interfere. Here the ion spacing is 215 Å and $2L$ is 235 Å, so neighbouring potentials overlap. Even the phase-shift columns therefore describe independent model ions, not a complete calculation of mobility.
